# Disturb-voltage bound for unselected cells in a chain ferroelectric memory: a program that tests the result

```python
"""
Result under test: a ferroelectric capacitor (differential capacitance C >= 0)
in parallel with a conducting transistor (chord resistance v/i <= R_on), with
zero initial voltage and carrying a current I(t), obeys |v(t)| <= R_on * max|I|.
Symbols: v cell voltage, I current entering the cell, C = dQ/dv, r chord
resistance, W smallest gate overdrive referred to the highest node potential,
beta transistor gain factor, P polarization.
Single-cell tests are dimensionless (R_on = 1); the string uses SI units.
The hysteresis is a weighted sum of play operators with monotone output.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# ---------- single cell, dimensionless ----------


def cell_voltage(current, cap, res, t_end, v0=0.0, relax=lambda v, t: 0.0):
    """Integrate C dv/dt = I - J - v/r; relax is the current J."""
    grid = np.linspace(0.0, t_end, 4001)

    def rate(t, y):
        v = y[0]
        return [(current(t) - relax(v, t) - v / res(t)) / cap(v, t)]

    sol = solve_ivp(rate, (0.0, t_end), [v0], method="LSODA", t_eval=grid,
                    rtol=1e-8, atol=1e-10, max_step=0.05)
    assert sol.success
    return grid, sol.y[0]


def one(*args):
    return 1.0


rng = np.random.default_rng(7)
c_min = 0.05
n_random = 40
largest_ratio = 0.0
for trial in range(n_random):
    amp = rng.normal(size=4)
    freq = rng.uniform(0.1, 3.0, 4)
    phase = rng.uniform(0.0, 2 * np.pi, 4)
    c_extra = rng.uniform(0.0, 2.0)

    def drive(t):
        return np.tanh(2 * np.sum(amp * np.sin(freq * t + phase)))

    def cap(v, t):
        return c_min + c_extra / np.cosh(3 * (v - 0.5 * np.cos(t)))**2

    def res(t):
        return 1.0 - 0.3 * np.sin(0.7 * t)**2

    t, v = cell_voltage(drive, cap, res, 20.0)
    peak = max(abs(drive(x)) for x in t)
    assert np.all(np.abs(v) <= peak * (1 - np.exp(-t / c_min)) + 1e-4)
    largest_ratio = max(largest_ratio, np.max(np.abs(v)) / peak)
assert largest_ratio <= 1 + 1e-4

# constant current and capacitance: the time-dependent bound is attained
t, v = cell_voltage(one, one, one, 8.0)
assert np.max(np.abs(v - (1 - np.exp(-t)))) < 1e-6
ratio_constant = v[-1]

# nonzero start: the bare bound fails, the one with the initial value holds
t, v = cell_voltage(np.cos, one, one, 8.0, v0=2.0)
assert np.max(np.abs(v)) > 1.5 and np.max(np.abs(v)) <= 2.0 + 1e-6

# negative capacitance: the bound fails after RC0 ln 2
t, v = cell_voltage(one, lambda v, t: -1.0, one, 2.0)
assert np.max(np.abs(v - (1 - np.exp(t)))) < 1e-5
cross_time = t[np.argmax(np.abs(v) > 1.0)]
assert abs(cross_time - np.log(2.0)) < 2e-3
ratio_negative = np.max(np.abs(v))

# relaxation at fixed voltage: aligned with v is harmless, opposed is not
t, v = cell_voltage(one, one, one, 8.0, relax=lambda v, t: 0.3 * v**3)
assert np.max(np.abs(v)) <= 1.0
t, v = cell_voltage(one, one, one, 8.0, relax=lambda v, t: -0.2)
ratio_release = np.max(np.abs(v))
assert 1.0 < ratio_release <= 1.2 + 1e-6

# ---------- string of cells, SI units ----------
n_cells = 8
selected = n_cells - 1            # cell next to the grounded bit line
thickness = 10e-9                 # m
area = 0.1e-12                    # m^2
eps_r = 30.0
p_sat = 0.20                      # C/m^2 (20 uC/cm^2)
width_v = 0.3                     # V, voltage width of a switching branch
thresholds = np.linspace(0.6, 1.4, 9)     # V, play thresholds
weights = np.exp(-0.5 * ((thresholds - 1.0) / 0.2)**2)
weights /= weights.sum()
v_drive = 2.5                     # V
r_driver = 5e3                    # ohm
v_gate = 4.6                      # V
mobility = 400e-4                 # m^2/Vs
t_oxide = 12e-9                   # m
gate_w, gate_l = 0.7e-6, 0.4e-6   # m
vt_ground, body_coeff, two_phi = 0.7, 0.4, 0.8   # V, V^0.5, V

v_t = vt_ground + body_coeff * (np.sqrt(two_phi + v_drive) - np.sqrt(two_phi))
beta = mobility * 3.9 * epsilon_0 / t_oxide * gate_w / gate_l
overdrive = v_gate - v_t - v_drive
r_on = 1 / (beta * overdrive)
r_ground = 1 / (beta * (v_gate - v_t))
c_linear = epsilon_0 * eps_r * area / thickness


def polarization(p):
    return p_sat * np.sum(weights * np.tanh(p / width_v), axis=-1)


p_rem = polarization(thresholds)
v_coercive = brentq(lambda x: polarization(x - thresholds), 0.0, 2.5)


def run_string(rise, hold, tail, dt=0.5e-12):
    """Trapezoidal plate pulse; explicit integration of every cell."""
    steps = int(round((2 * rise + hold + tail) / dt))
    time = np.arange(steps) * dt
    plate = np.interp(time, [0, rise, rise + hold, 2 * rise + hold],
                      [0, v_drive, v_drive, 0])
    signs = np.where(np.arange(n_cells) % 2 == 0, -1.0, 1.0)
    signs[selected] = -1.0
    p = signs[:, None] * thresholds[None, :]
    p_start = polarization(p)
    v = np.zeros(n_cells)
    charge_in = np.zeros(n_cells)
    v_hist = np.zeros((steps, n_cells))
    i_hist = np.zeros(steps)
    it_hist = np.zeros((steps, n_cells))
    node_max = 0.0
    c_low = np.inf
    for k in range(steps):
        high = np.cumsum(v[::-1])[::-1]
        low = high - v
        current = (plate[k] - high[0]) / r_driver
        i_t = 0.5 * beta * (np.maximum(v_gate - v_t - low, 0)**2
                            - np.maximum(v_gate - v_t - high, 0)**2)
        i_t[selected] = 0.0
        v_hist[k], i_hist[k], it_hist[k] = v, current, i_t
        node_max = max(node_max, high.max())
        net = current - i_t
        vc = v[:, None]
        moving = np.where(net[:, None] > 0,
                          p <= vc - thresholds + 1e-12,
                          p >= vc + thresholds - 1e-12)
        slope = p_sat / width_v * np.sum(
            weights * moving / np.cosh(p / width_v)**2, axis=1)
        c_diff = c_linear + area * slope
        c_low = min(c_low, c_diff.min())
        v = v + dt * net / c_diff
        charge_in += dt * net
        vc = v[:, None]
        p = np.minimum(np.maximum(p, vc - thresholds), vc + thresholds)
    p_end = polarization(p)
    stored = area * (p_end - p_start) + c_linear * v
    balance = np.max(np.abs(stored - charge_in)) / (2 * p_rem * area)
    assert balance < 0.01
    assert c_low > 0 and node_max <= v_drive + 1e-6
    others = np.arange(n_cells) != selected
    vu, iu = v_hist[:, others], it_hist[:, others]
    big = np.abs(vu) > 1e-3
    chord = np.max(vu[big] / iu[big])
    i_peak = np.max(np.abs(i_hist))
    v_peak = np.max(np.abs(vu))
    bound = r_on * i_peak
    sharp = np.sqrt(overdrive**2 + 2 * i_peak / beta) - overdrive
    assert chord <= r_on * (1 + 1e-6)
    assert v_peak <= sharp <= bound
    assert v_peak > r_ground * i_peak      # ground-rated value is unsafe
    loss = np.max(np.abs(p_end - p_start)[others]) / (2 * p_rem)
    switched = (p_end - p_start)[selected] / (2 * p_rem)
    return dict(i=i_peak, v=v_peak, bound=bound, sharp=sharp, chord=chord,
                loss=loss, switched=switched, balance=balance,
                vsel=v_hist[:, selected].max(), node=node_max,
                naive=r_ground * i_peak)


slow = run_string(2e-9, 10e-9, 4e-9)
fast = run_string(0.1e-9, 10e-9, 4e-9)

# ---------- size of neglected effects, slow edge ----------
hot_factor = (358.15 / 300.0)**1.5
v_sat_length = 2 * 1e5 / mobility * gate_l      # V, 1e5 m/s saturation speed
vel_factor = 1 + slow["bound"] / v_sat_length
node_current = 1e-15 * v_drive / 2e-9
release_current = 0.05 * 2 * p_rem * area / 10e-9
field_disturb = slow["bound"] / thickness / 1e8           # MV/cm
merz_field, merz_time = 8.0, 1e-10                        # MV/cm, s
creep_log = np.log10(merz_time) + merz_field / field_disturb / np.log(10)

print(f"random single-cell runs: {n_random}")
print(f"largest |v|/(R Ip), random runs: {largest_ratio:.4f}")
print(f"|v|/(R I), constant current, t = 8 RC: {ratio_constant:.5f}")
print(f"negative C: crossing time/(R C0): {cross_time:.3f}")
print(f"negative C: |v|/(R I) at t = 2 R C0: {ratio_negative:.3f}")
print(f"back-switching J = -0.2 I: |v|/(R I): {ratio_release:.4f}")
print(f"cells in string: {n_cells}")
print(f"film thickness: {thickness*1e9:.0f} nm")
print(f"capacitor area: {area*1e12:.2f} um2")
print(f"relative permittivity: {eps_r:.0f}")
print(f"saturation polarization: {p_sat*100:.1f} uC/cm2")
print(f"remanent polarization: {p_rem*100:.2f} uC/cm2")
print(f"coercive voltage: {v_coercive:.3f} V")
print(f"linear capacitance: {c_linear*1e15:.2f} fF")
print(f"switching charge 2 Pr A: {2*p_rem*area*1e15:.1f} fC")
print(f"plate pulse: {v_drive:.1f} V; gate: {v_gate:.1f} V")
print(f"driver resistance: {r_driver/1e3:.1f} kohm")
print(f"threshold at top potential: {v_t:.3f} V")
print(f"gain factor beta: {beta*1e3:.4f} mA/V2")
print(f"smallest overdrive W: {overdrive:.3f} V")
print(f"safe R_on: {r_on/1e3:.3f} kohm")
print(f"ground-rated resistance: {r_ground/1e3:.3f} kohm")
for name, q in (("2 ns edge", slow), ("0.1 ns edge", fast)):
    print(f"{name}: peak current {q['i']*1e6:.2f} uA")
    print(f"{name}: largest disturb voltage {q['v']*1e3:.1f} mV")
    print(f"{name}: bound R_on Ip {q['bound']*1e3:.1f} mV")
    print(f"{name}: sharper transistor bound {q['sharp']*1e3:.1f} mV")
    print(f"{name}: ground-rated R Ip {q['naive']*1e3:.1f} mV (violated)")
    print(f"{name}: largest chord resistance {q['chord']/1e3:.3f} kohm")
    print(f"{name}: selected cell peak voltage {q['vsel']:.3f} V")
    print(f"{name}: selected cell switched {q['switched']*100:.1f} % of 2Pr")
    print(f"{name}: worst unselected change {q['loss']*100:.2f} % of 2Pr")
    print(f"{name}: charge balance error {q['balance']*100:.3f} % of 2PrA")
print(f"85 C mobility factor on R_on: {hot_factor:.3f}")
print(f"velocity saturation factor on R_on: {vel_factor:.3f}")
print("bound with both factors, same current: "
      f"{slow['bound']*hot_factor*vel_factor*1e3:.1f} mV")
print(f"current into 1 fF node, 2 ns edge: {node_current*1e6:.2f} uA")
print("back-switching 5 % of 2Pr in 10 ns adds: "
      f"{release_current*r_on*1e3:.2f} mV")
print(f"film field at the bound: {field_disturb:.3f} MV/cm")
print(f"Merz inputs: {merz_field:.0f} MV/cm, {merz_time*1e9:.1f} ns")
print(f"log10(Merz switching time/s) at the bound: {creep_log:.1f}")
print(f"selected film field: {v_drive/thickness/1e8:.2f} MV/cm")
print(f"largest gate oxide field: {v_gate/t_oxide/1e8:.2f} MV/cm")
print("finished without a failed check")
```

Output:

```
random single-cell runs: 40
largest |v|/(R Ip), random runs: 0.9996
|v|/(R I), constant current, t = 8 RC: 0.99966
negative C: crossing time/(R C0): 0.694
negative C: |v|/(R I) at t = 2 R C0: 6.389
back-switching J = -0.2 I: |v|/(R I): 1.1996
cells in string: 8
film thickness: 10 nm
capacitor area: 0.10 um2
relative permittivity: 30
saturation polarization: 20.0 uC/cm2
remanent polarization: 19.90 uC/cm2
coercive voltage: 1.000 V
linear capacitance: 2.66 fF
switching charge 2 Pr A: 39.8 fC
plate pulse: 2.5 V; gate: 4.6 V
driver resistance: 5.0 kohm
threshold at top potential: 1.069 V
gain factor beta: 0.2014 mA/V2
smallest overdrive W: 1.031 V
safe R_on: 4.815 kohm
ground-rated resistance: 1.406 kohm
2 ns edge: peak current 37.63 uA
2 ns edge: largest disturb voltage 117.3 mV
2 ns edge: bound R_on Ip 181.2 mV
2 ns edge: sharper transistor bound 167.6 mV
2 ns edge: ground-rated R Ip 52.9 mV (violated)
2 ns edge: largest chord resistance 4.808 kohm
2 ns edge: selected cell peak voltage 2.500 V
2 ns edge: selected cell switched 100.0 % of 2Pr
2 ns edge: worst unselected change 0.30 % of 2Pr
2 ns edge: charge balance error 0.032 % of 2PrA
0.1 ns edge: peak current 100.17 uA
0.1 ns edge: largest disturb voltage 264.9 mV
0.1 ns edge: bound R_on Ip 482.3 mV
0.1 ns edge: sharper transistor bound 403.4 mV
0.1 ns edge: ground-rated R Ip 140.8 mV (violated)
0.1 ns edge: largest chord resistance 4.808 kohm
0.1 ns edge: selected cell peak voltage 2.500 V
0.1 ns edge: selected cell switched 100.0 % of 2Pr
0.1 ns edge: worst unselected change 1.21 % of 2Pr
0.1 ns edge: charge balance error 0.052 % of 2PrA
85 C mobility factor on R_on: 1.304
velocity saturation factor on R_on: 1.091
bound with both factors, same current: 257.8 mV
current into 1 fF node, 2 ns edge: 1.25 uA
back-switching 5 % of 2Pr in 10 ns adds: 0.96 mV
film field at the bound: 0.181 MV/cm
Merz inputs: 8 MV/cm, 0.1 ns
log10(Merz switching time/s) at the bound: 9.2
selected film field: 2.50 MV/cm
largest gate oxide field: 3.83 MV/cm
finished without a failed check
```
